\section*{Oscillating adsorbate interaction through a surface state and its coverage error}

Consider a surface band that is free-electron-like along the surface, with effective mass $m$ and energies $s^2/2m$ measured from the band bottom, where $s$ is the wave number. It is filled up to the Fermi energy $\varepsilon_F=k^2/2m$; $k$ denotes the Fermi wave number and $v=k/m$ the Fermi velocity. Hartree atomic units are used in the formulas, angstrom and meV for the numbers. Two identical adsorbates sit a distance $d$ apart. Each scatters the surface electrons in the s-wave channel and may also pass them into bulk states. With $\Omega$ the grand potential, the interaction energy is
\begin{equation}
E(d)=\Omega_{AB}-\Omega_A-\Omega_B+\Omega_0 ,
\end{equation}
where the subscripts say which adsorbates are coupled to the surface. Positive $E$ means that the pair is higher in energy than two distant adsorbates; the force is $-dE/dd$ and may have either sign. The chemical potential is fixed at $\varepsilon_F$, because the bulk acts as a reservoir. The electrons are independent: self-consistent screening, direct chemical and electrostatic forces, lattice strain and coupling through bulk waves are left out. For $kd\gg1$ and zero temperature the result will be
\begin{equation}
E(d)\simeq-\frac{4\varepsilon_F}{\pi^2}\,|f|^2\,
\frac{\sin(2kd+2\theta)}{(kd)^2},\qquad f=|f|e^{i\theta},
\label{law}
\end{equation}
with $f$ the scattering amplitude at the Fermi level. Without loss into the bulk $f=\sin\delta\,e^{i\delta}$, $\delta$ being the phase shift, and the sine becomes $\sin(2kd+2\delta)$. Its period in $d$ is $\pi/k$, half the Fermi wavelength. A period of 15 angstrom on Cu(111) is therefore a statement about $k$, and it enters below as an input.

Eliminating the orbitals of an adsorbate and its bulk bath leaves an energy-dependent potential $w(z)$ at its site. In the determinant of $z-H$ this elimination produces a factor belonging to the eliminated orbitals, independent of $d$, times the determinant of $z-H_0-w_A-w_B$, where $H_0$ describes the clean surface band. Let $G(d)$ be the matrix element of $(z-H_0)^{-1}$ between the two sites and $G(0)$ the one at a single site. Relative to the clean surface, the determinant with both adsorbates is
\begin{align}
\det\begin{pmatrix}1-wG(0)&-wG(d)\\-wG(d)&1-wG(0)\end{pmatrix}
&=[1-wG(0)]^2-w^2G(d)^2\nonumber\\
&=[1-wG(0)]^2\,[1-t^2G(d)^2],
\end{align}
where $t=w/[1-wG(0)]$ contains all repeated scattering at one site. A single adsorbate gives the factor $1-wG(0)$. In the combination that defines $E$ these factors cancel and $1-t^2G(d)^2$ remains.

For one level $\varepsilon_j$, the imaginary part of $\ln(\varepsilon+i0-\varepsilon_j)$ is $\pi$ below the level and zero above it. The number of states per spin below $\varepsilon$ is thus $-\pi^{-1}\,\mathrm{Im}\ln\det(\varepsilon+i0-H)$ plus a constant, which cancels in $E$. At zero temperature $\Omega$ is minus the integral of this number up to $\varepsilon_F$, times two for spin. Hence
\begin{equation}
E=\frac{2}{\pi}\,\mathrm{Im}\int_{-\infty}^{\varepsilon_F}
\mathcal L(\varepsilon+i0)\,d\varepsilon,\qquad
\mathcal L=\ln[1-t^2G(d)^2].
\label{real}
\end{equation}
The eigenvalues of a Hermitian $H$ are real, so the determinants have no zeros in the upper half-plane and $\mathcal L$ is analytic there. It also vanishes on the distant arc between the negative real axis and the vertical line above $\varepsilon_F$. Cauchy's theorem gives $\int_{-\infty}^{\varepsilon_F}\mathcal L\,d\varepsilon=-i\int_0^\infty\mathcal L(\varepsilon_F+iy)\,dy$, and
\begin{equation}
E=-\frac{2}{\pi}\int_0^\infty
\ln\left|1-t^2G(d)^2\right|_{z=\varepsilon_F+iy}dy .
\label{imag}
\end{equation}
The modulus removes any question about the branch of the logarithm. In thermal form, the determinant formula was tested against direct diagonalization of a finite lattice with adsorbate levels and bath chains.

The propagator follows from its Fourier integral. Put $p=\sqrt{2mz}$ with $\mathrm{Im}\,p>0$ and $q=-ip$, so that $q^2=-2mz$ and $\mathrm{Re}\,q>0$. The angular integral gives a Bessel function, and
\begin{equation}
G(d)=\frac{1}{2\pi}\int_0^\infty\frac{s\,J_0(sd)}{z-s^2/2m}\,ds
=-\frac m\pi\int_0^\infty\frac{s\,J_0(sd)}{s^2+q^2}\,ds
=-\frac m\pi K_0(qd).
\end{equation}
Since $K_0(-ix)=(i\pi/2)H_0(x)$, with $H_0$ the outgoing Hankel function, also $G(d)=-(im/2)H_0(pd)$.

Define $f$ by $t=-(2/m)f$. Then $tG=ifH_0$, and the s-wave around one adsorbate is
\begin{equation}
J_0(pr)+ifH_0(pr)=\tfrac12\left[(1+2if)H_0(pr)+H_0^{*}(pr)\right],
\end{equation}
because $J_0=(H_0+H_0^*)/2$ for real $p$. The coefficient $1+2if$ compares the outgoing wave with the incoming one. Write it as $r\,e^{2i\delta}$, where $r\le1$ since no more flux leaves than arrives. Then
\begin{equation}
f=\frac{r\,e^{2i\delta}-1}{2i},
\label{loss}
\end{equation}
which is $\sin\delta\,e^{i\delta}$ for $r=1$. With loss, the phase in the interaction is $\theta=\arg f$, which in general differs from $\delta$.

At large $d$ use $H_0(x)\simeq\sqrt{2/\pi x}\,e^{i(x-\pi/4)}$, whose square is $-2i\,e^{2ix}/(\pi x)$. Near the Fermi level $p\simeq k+iy/v$. The logarithm is then small, and to leading order
\begin{equation}
\mathcal L=\ln(1+f^2H_0^2)\simeq f^2H_0^2\simeq
-\frac{2i}{\pi kd}\,|f|^2e^{i(2kd+2\theta)}e^{-2yd/v}.
\end{equation}
The $y$-integral of the exponential is $v/2d$, and the real part of $-ie^{i\phi}$ is $\sin\phi$. Equation (\ref{imag}) becomes
\begin{equation}
E\simeq-\frac2\pi\,\frac{2|f|^2}{\pi kd}\,\frac{v}{2d}\,\sin(2kd+2\theta)
=-\frac{2|f|^2}{\pi^2md^2}\sin(2kd+2\theta),
\end{equation}
where $v/k=1/m$. Inserting $1/m=2\varepsilon_F/k^2$ gives (\ref{law}). The phase $2kd$ is that of a round trip between the adsorbates. One factor $1/d$ comes from the spreading of the wave on its two passages, the other from the energy window $v/2d$ over which round trips stay in phase.

This window must be narrow compared with the energy over which $f$ changes. For a sharp adsorbate resonance of width $\Gamma$ the law therefore requires $d\gg v/\Gamma$ as well as $kd\gg1$. For a weak elastic scatterer $|f|^2\simeq\delta^2$, so the interaction is of second order in the scattering strength. At an elastic resonance, $\delta=\pi/2$, $f=i$. A perfect absorber, $r=0$, has $f=i/2$: the same phase, but one quarter of the energy. The law was tested on an infinite tight-binding lattice near $kd=120$. The worst deviation, relative to the envelope of the oscillation, was 0.4 per cent without loss and 0.3 per cent with loss.

A definite model of the scatterer is needed at shorter distances. For a zero-range scatterer, $1/t=1/w-G(0)$, where the divergent constant in $G(0)$ is absorbed in $1/w$. From $K_0(x)\simeq-\ln x+\text{const}$ at small $x$, the energy-dependent part of $G(0)$ is $(m/\pi)\ln q$. With one length $1/\kappa$ collecting the constants,
\begin{equation}
\frac1t=-\frac m\pi\ln\frac q\kappa,\qquad
tG(d)=\frac{K_0(qd)}{\ln(q/\kappa)} .
\label{zr}
\end{equation}
On the real axis $q=-ip$, so $\ln(q/\kappa)=\ln(p/\kappa)-i\pi/2$. Since $1/f=-2/(mt)$, this means $1/f=(2/\pi)\ln(p/\kappa)-i$. The elastic amplitude obeys $1/f=\cot\delta-i$, and therefore $\cot\delta=(2/\pi)\ln(p/\kappa)$. The choice $\delta=\pi/2$ at the Fermi level fixes $\kappa=k$. The pole of $t$ at $q=\kappa$ is a bound state at energy $-\kappa^2/2m$, below the band. In this model $\delta$ falls through $\pi/2$ as the energy rises, whereas at the resonance of an adsorbate level with $\Gamma\ll2\pi\varepsilon_F$ it rises. The scattering at the Fermi level is equally strong in both cases, but its energy dependence differs.

The lower end of the energy integral needs care. Suppose $\delta$ is held constant and (\ref{real}) is started at the band bottom. With $x=pd$ and $d\varepsilon=x\,dx/(md^2)$, the term of first order in $f^2H_0^2$ is
\begin{equation}
E_{\rm const}=\frac{2\sin^2\delta}{\pi md^2}\,
\mathrm{Im}\,e^{2i\delta}\int_0^{kd}xH_0^2(x)\,dx .
\end{equation}
An antiderivative of $xH_0^2$ is $\tfrac12x^2(H_0^2+H_1^2)$, as follows from $H_0'=-H_1$ and $H_1'=H_0-H_1/x$. At large $x$ the leading terms of $H_0^2$ and $H_1^2$ cancel and the next ones leave $-e^{2ix}/\pi$. At $x\to0$, $H_1\simeq-2i/(\pi x)$ and the antiderivative tends to $-2/\pi^2$. Thus
\begin{equation}
E_{\rm const}\simeq\frac{2\sin^2\delta}{\pi md^2}
\left[-\frac1\pi\sin(2kd+2\delta)+\frac{2}{\pi^2}\sin2\delta\right].
\end{equation}
The first term is the correct law. The second does not oscillate and falls off just as slowly; relative to the amplitude of the first it is $2\sin2\delta/\pi$, or 0.64 at $\delta=\pi/4$, at this order; the full logarithm, which is not small near the band bottom, gives 0.59. It is false. For a physical elastic scatterer $t(z)$ is real below the band, so $\mathrm{Im}\,\mathcal L$ vanishes there apart from bound states. A constant complex $f$ lacks this property. Continued below the band, it would add to the integral over $x$ the part from $i\infty$ to $0$, which is $-2/\pi^2$ and cancels the second term exactly; the cut at the band bottom omits this part. The rotated integral (\ref{imag}) with an analytic $t(z)$ has no such endpoint. For the zero-range model with $\delta=\pi/4$ at the Fermi level and $kd$ between 200 and 203, it was tested to follow (\ref{law}) within 2 per cent of the envelope, which leaves no room for the false term.

At temperature $T$, in energy units, the Fermi function multiplies $\mathcal L$ in (\ref{real}) and the integral runs over all energies. In the upper half-plane the Fermi function has poles at $z_n=\varepsilon_F+i(2n+1)\pi T$, $n\ge0$, with residue $-T$. Closing the contour there gives
\begin{equation}
E_T=-4T\sum_{n\ge0}\ln\left|1-t^2G(d)^2\right|_{z=z_n}.
\end{equation}
In the leading law the factor $(2/\pi)(v/2d)=v/\pi d$ is replaced by $4T\sum_n e^{-(2n+1)x}=2T/\sinh x$, with $x=2\pi Td/v$. Since $2T=xv/\pi d$, the energy is multiplied by $x/\sinh x$. Fermi--Dirac smearing in a calculation acts in the same way on the smeared free energy. The linearized $p$ used here also requires $kd(\pi T/2\varepsilon_F)^2\ll1$, and $f$ must change little over the energy $\pi T$; for an adsorbate resonance this means $\pi T\ll\Gamma$.

For the example take $\pi/k=15$ angstrom, $m=0.4$ and a surface neighbour spacing $a=2.6$ angstrom, rough values for Cu(111), and a zero-range adsorbate without loss, with $\delta=\pi/2$ at the Fermi level. Then $k=0.2094$ per angstrom, $\varepsilon_F=418$ meV, and the prefactor is $4\times417.8/\pi^2=169$ meV. By (\ref{loss}), $|f|\le1$, so this choice gives the largest amplitude that the leading law allows. The law reads $E=169\,\sin(2kd)/(kd)^2$ meV. At $d=20$ angstrom, $kd=4\pi/3$, and
\begin{equation}
E\simeq169.3\times\frac{0.866}{17.5}=8.4\ \text{meV},
\end{equation}
while the full integral for the zero-range pair gives 10.5 meV. At 10 angstrom the two values are $-33$ and $-37$ meV. The latter is the sum of $+60$ meV from the splitting of the bound states and $-97$ meV from the band; the bound state 418 meV below the band bottom is forced by the zero-range model, and a real adsorbate need not have it there. At 20 angstrom its share is 1 meV. The zero crossings of the full energy between 100 and 200 angstrom give a mean period of 15.0 angstrom.

At 15, 30 and 60 angstrom the law vanishes but the full energy does not: it is $-3.7$, $-0.36$ and $-0.039$ meV. The next order in $1/kd$ accounts for this. Put $X=kd$ and $u=y/2\varepsilon_F$, so that $p\simeq k(1+iu+u^2/2)$. With $\delta=\pi/2$ at the Fermi level, $f^2\simeq-(1+4u/\pi)$ from the logarithmic phase shift, and $H_0^2(x)$ carries the further factor $1-i/(4x)$. To first order in $1/X$,
\begin{equation}
f^2H_0^2\simeq\frac{2i}{\pi X}e^{2iX-2Xu}
\left[1+\frac{4u}{\pi}-iu+iXu^2-\frac{i}{4X}\right],
\end{equation}
where $-iu$ comes from the factor $1/p$ and $iXu^2$ from the curvature of $p$. With the weight $e^{-2Xu}$ the averages of $u$ and $u^2$ are $1/2X$ and $1/2X^2$. The bracket becomes $1+2/(\pi X)-i/(4X)$, since the averages of $-iu$ and $iXu^2$ cancel. The second term of the logarithm, $-f^4H_0^4/2$, equals $2e^{4iX-4Xu}/(\pi X)^2$ at this order. When $X$ is a multiple of $\pi$, both exponentials in $X$ are unity. Integrating with $dy=2\varepsilon_F\,du$ and taking real parts gives
\begin{align}
E&\simeq-\frac{4\varepsilon_F}{\pi}
\left[\frac{1}{2X}\,\frac{2}{\pi X}\,\frac1{4X}
+\frac1{4X}\,\frac{2}{\pi^2X^2}\right]\nonumber\\
&=-\frac{4\varepsilon_F}{\pi^2X^2}\,\frac1X
\left(\frac14+\frac1{2\pi}\right).
\end{align}
For $X=\pi,2\pi,4\pi$ this is $-2.2$, $-0.28$ and $-0.035$ meV. The full values exceed these in magnitude by factors of about 1.6, 1.3 and 1.1, which approach unity as the expansion requires.

A periodic supercell contains more than pairs. For adsorbates at all sites $\mathbf R$ of a lattice, removing the factor $1-wG(0)$ from each row leaves a matrix with ones on the diagonal and $-tG(\mathbf R_i-\mathbf R_j)$ elsewhere. Bloch waves diagonalize it. The energy per adsorbate, relative to an isolated one, is
\begin{equation}
\Delta=-4T\sum_{n\ge0}\Big\langle\ln|1-tS(\mathbf Q)|\Big\rangle_{\mathbf Q},
\qquad S(\mathbf Q)=\sum_{\mathbf R\ne0}G(R)e^{-i\mathbf Q\cdot\mathbf R},
\label{array}
\end{equation}
with $\mathbf Q$ averaged over the supercell Brillouin zone. This too was tested by diagonalization, for nine scatterers on a periodic lattice. In an expansion of the logarithm the first-order term averages to zero, because $\mathbf R=0$ is excluded. The second-order term is $-\tfrac12t^2\sum_{\mathbf R\ne0}G(R)^2$, half the sum of the leading pair energies.

The third order brings closed triangular paths. On a triangular lattice of spacing $L$, six neighbours contribute $\tfrac12\times6=3$ pair terms, and the twelve directed triangles of side $L$ contribute $\tfrac13\times12=4$ terms with one more factor $tG$. At $T=0$ their $y$-integral is shorter by $2/3$. Their size relative to the pair amplitude is therefore
\begin{equation}
\frac43\cdot\frac23\,|f|\sqrt{\frac{2}{\pi kL}} ,
\end{equation}
which is 0.39 at $L=15.6$ angstrom for $|f|=1$ and at $T=0$ falls only as $L^{-1/2}$. Smearing damps the longer triangular path more strongly: at 25 meV the ratio is 0.37 at 15.6 angstrom and 0.22 at 31 angstrom. A pair sum is not a controlled approximation at such spacings.

An $N\times N$ cell has $L=Na$ and coverage $1/N^2$. Within this model the adsorption energy, negative for binding, is its isolated limit plus $\Delta$. The nearest-shell estimate is
\begin{equation}
\Delta_6=3E(L)\,\frac{x}{\sinh x},\qquad x=\frac{2\pi TL}{v}.
\end{equation}
At $T=0$ its envelope is proportional to coverage, but its sign oscillates with a period of $15/2.6=5.8$ steps in $N$. The envelope $3\times169/(kL)^2$ meV falls to 10 meV at $kL=7.1$, that is $L=34$ angstrom or $N=13$. This is an estimate for the first shell, not a bound on $\Delta$.

With a smearing of 25 meV, for which $v/2\pi T=25$ angstrom, the full shifts for $N=4$ to 8 are $-81$, $-84$, $-17$, $+58$ and $+19$ meV. They turn negative again at $N=9$ and positive at $N=12$, where $\Delta$ is 9 meV. The values depend on the smearing: at 10 meV the shifts for $N=6$, 7 and 12 are $-20$, $+67$ and $+17$ meV. At $N=6$ the nearest-shell law gives $+11$ meV, opposite in sign to the full result. The second shell, at $\sqrt3L=27$ angstrom, contributes $-12.5$ meV by the same law and already cancels the first. The pair sum, $-19$ meV, is close to the full result there, but agreement is not uniform: at $N=12$ it gives 5 meV, about half of the full shift. At $N=3$ it gives 3 meV against 117 meV; at that spacing the zero-range model and the neglect of direct interactions are themselves doubtful.

Suppose now that two cells are extrapolated on the assumption $\Delta=\Delta_\infty+c/N^2$. Eliminating $c$ gives
\begin{equation}
\Delta_\infty=\frac{N^2\Delta_N-(N-1)^2\Delta_{N-1}}{2N-1}.
\end{equation}
The correct value is zero. From $N=6$ and 7 one finds $(49\times58.0+36\times17.0)/13=266$ meV, far worse than either cell alone. For every pair of successive cells from $N=3$ to 14 the extrapolated error exceeds that of the larger cell. The first-shell law shows why the extrapolation tends to enlarge the error. At $T=0$ it has the form $N^2\Delta_N=C\sin(\varphi N+\varphi_0)$ with constant $C$ and $\varphi=2ka$, which gives
\begin{equation}
\Delta_\infty=\frac{2C\sin(\varphi/2)}{2N-1}\,
\cos\!\left[\varphi\left(N-\tfrac12\right)+\varphi_0\right],
\end{equation}
an error that decays as $1/N$, whereas the shift itself decays as $1/N^2$. Likewise, a small change between two successive cells does not show convergence: $N=4$ and 5 differ by 3 meV while both are more than 80 meV from the limit.

These shifts are the surface-state part for the zero-range model with the strongest elastic scattering at the Fermi level. For an adsorbate level resonant there, with $\Gamma\ll2\pi\varepsilon_F$ so that the logarithm in $G(0)$ can be neglected, $\cot\delta\simeq-2(\varepsilon-\varepsilon_F)/\Gamma$ gives $f\simeq i/(1+2y/\Gamma)$ at $z=\varepsilon_F+iy$. This decrease of $f$ lowers the amplitude of the pair energy below the leading law unless $d\gg v/\Gamma$, so the values above should not be carried over to such a level. By the leading law a perfect absorber would reduce the pair energies to a quarter. A resonant level with $\Gamma=500$ meV gives $-24$, $-34$, $-6$, $+26$ and $+8$ meV for $N=4$ to 8, and measured pair energies of metal adatoms on Cu(111) are only a few meV, so the values above show the pattern and an upper range, not the size to expect for a given adsorbate. The shifts also presume a slab thick enough to act as a reservoir and to keep the surface states of its two faces apart, and a converged $\mathbf Q$ mesh. A mesh of $N_Q\times N_Q$ points closes the system into a torus of side $N_QL$. At the lowest Matsubara energy $G$ decays as $e^{-\pi TR/v}$, with a length of $2\times25.4=51$ angstrom here, so $N_QL$ must be large compared with that length. The numerical output gives the remaining cells and distances.

\section*{Values computed for the example and the checks}
\begin{verbatim}
input period pi/k: 15.0 angstrom
input effective mass: 0.4 electron masses
input neighbour spacing of the surface: 2.6 angstrom
input phase shift: 1.5708 rad
input smearing: 25.0 meV
Fermi wave number k: 0.2094 1/angstrom
Fermi energy above band bottom: 417.8 meV
prefactor 4 e_F/pi^2: 169.3 meV
thermal length v/(2 pi T): 25.4 angstrom
period from zero crossings, 100-200 angstrom: 14.996 angstrom
false constant term / oscillation amplitude, delta=pi/4: 0.638
lattice test, no loss: |f| = 0.878, arg f = 2.061 rad, worst error/envelope = 0.0035
lattice test, with loss: |f| = 0.482, arg f = 1.832 rad, worst error/envelope = 0.0027
pair energy at T = 0: d (angstrom), full (meV), asymptotic law (meV)
   10   -37.066   -33.431
   15    -3.683    -0.000
   20    10.530     8.358
   25    -5.762    -5.349
   30    -0.355    -0.000
   40    -2.192    -2.089
   50     1.459     1.337
   60    -0.039    -0.000
mesh change of the N=4 array energy: 0.0000 meV
energy shift per adsorbate in N x N cells, with smearing (meV):
  N, L (angstrom), full, pair sum, six-neighbour law, extrapolated from N-1 and N
   3   7.8   117.433     3.227   -23.486      none
   4  10.4   -80.869   -73.061   -97.607  -335.828
   5  13.0   -83.990   -70.215   -48.768   -89.538
   6  15.6   -17.003   -18.802    11.122   135.239
   7  18.2    57.995    55.248    31.291   265.684
   8  20.8    18.921    17.539    15.679  -108.722
   9  23.4    -9.985    -8.442    -6.785  -118.807
  10  26.0   -17.690   -15.969   -14.390   -50.539
  11  28.6    -7.758    -7.482    -6.395    39.541
  12  31.2     9.211     4.782     4.509    98.481
  13  33.8     3.706     7.515     7.664   -28.007
  14  36.4     4.590     4.409     2.818    10.124
\end{verbatim}
